# Why finite-range cluster expansions lose coherency strain in long-period superlattices

**Q.** We grow coherent superlattices $A_pB_q$ of two mismatched fcc materials, and the layers stay strained however thick they are while no dislocations form. A colleague's cluster expansion fits short periods well, yet its formation energy sinks toward zero at long period. Is the fit bad?

**A.** The fit cannot help it, and counting shows why. Put $S_i=-1$ on A sites and $+1$ on B sites, and let $x$ be the B fraction. The expansion gives the energy per atom as $E=\sum_f D_fJ_f\Pi_f$, where $f$ is a class of symmetry-equivalent clusters, $D_f$ their number per site, $\Pi_f$ the average spin product and $J_f$ a coefficient independent of composition. The formation energy is $\Delta H=E-(1-x)E_A-xE_B$, with $E_A$ and $E_B$ taken from the same expansion.

Stack the layers along $\mathbf G$, the shortest reciprocal vector in the growth direction, so that site $\mathbf R$ lies in layer $m=\mathbf G\cdot\mathbf R/2\pi$. The period is $P=p+q$ and $x=q/P$. Take a cluster of $s$ sites whose top and bottom layers differ by at most $L$, and slide its bottom layer, the anchor, through the $P$ positions. A cluster wholly in A has product $(-1)^s$, and one wholly in B has product $+1$. If every anchor gave the pure value of its own layer, the average would be $[p(-1)^s+q]/P=(1-x)\Pi_f(A)+x\Pi_f(B)$, which is what the reference subtracts. The difference $\Delta\Pi_f$ therefore comes from clusters cut by an interface. There are two interfaces per period, at most $L$ anchors below each are cut, and a product of $\pm1$ differs from the pure value by at most 2:
$$|\Delta\Pi_f|\le \frac{4L}{P}.$$
For $\min(p,q)\ge L$ a cluster meets at most one interface, and the pattern it sees there does not depend on $p$ or $q$, so $P\,\Delta\Pi_f$ is a constant. For a pair spanning $\mu$ layers, $|\mu|$ anchors per interface give $-1$ in place of $+1$, so $\Delta\Pi=-2\cdot2|\mu|/P$. For pair shells $s$,
$$\Delta H_{CE}=\frac{c_{CE}}{P},\qquad c_{CE}=-4\sum_sD_sJ_s\langle|\mu|\rangle_s,\qquad \min(p,q)\ge L .$$
The pair formula, and the constancy and bound for the nearest-neighbour triangle and tetrahedron, were checked by counting in three-dimensional periodic cells. The energy is not zero at finite $P$. It is an interface energy shared among $P$ layers. Each thick layer is credited with the energy of the pure, unstrained crystal, because no cluster inside it can see that the other material exists.

**Q.** Then include more shells. Does an infinite range not cure it?

**A.** Not if the interaction is absolutely summable. Define $S_{\mathbf k}=N^{-1}\sum_iS_ie^{-i\mathbf k\cdot\mathbf R_i}$ and write the pair energy as $E=\sum_{\mathbf R}\mathcal J(\mathbf R)\langle S_0S_{\mathbf R}\rangle$. Here $\mathcal J=J_s/2$ on shell $s$, because $D_s$ is half the number of vectors in the shell. Inserting the Fourier series gives $E=\sum_{\mathbf k}J(\mathbf k)|S_{\mathbf k}|^2$ with $J(\mathbf k)=\sum_{\mathbf R}\mathcal J(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$. Parseval's theorem gives $\sum_{\mathbf k}|S_{\mathbf k}|^2=N^{-1}\sum_iS_i^2=1$. A pure crystal has all weight at $\mathbf k=0$ and energy $J(0)$, and $S_0=2x-1$, so
$$\Delta H=\sum_{\mathbf k\ne0}[J(\mathbf k)-J(0)]\,|S_{\mathbf k}|^2,\qquad \sum_{\mathbf k\ne0}|S_{\mathbf k}|^2=1-(2x-1)^2=4x(1-x).$$
The superlattice has harmonics $\mathbf k_j=j\mathbf G/P$. The spin is $-1$ plus $2$ on the $q$ B layers. The constant drops out for $j\neq0$, and the geometric sum over $q$ layers has modulus $|\sin(\pi jq/P)/\sin(\pi j/P)|$. With $\theta_j=\pi j/P$,
$$|S_j|^2=\frac{4\sin^2(\pi jx)}{P^2\sin^2\theta_j}.$$
The harmonics with $\theta_0\le\theta_j\le\pi-\theta_0$ number at most $P$, so their total weight is at most $4/(P\sin^2\theta_0)$, for any fixed $\theta_0$. The whole weight $4x(1-x)$ thus collapses onto wavevectors equivalent to $\mathbf k\to0$ along $\pm\hat{\mathbf G}$, and
$$\Delta H\to4x(1-x)\Big[\lim_{\kappa\to0}J(\kappa\hat{\mathbf G})-J(0)\Big].$$
If $\sum|\mathcal J(\mathbf R)|$ is finite, split $\sum|\mathcal J||e^{-i\mathbf k\cdot\mathbf R}-1|$ at a radius beyond which the sum is as small as desired. The finite inner part vanishes as $k\to0$, so $J$ is continuous and the bracket is zero.

A slow but summable decay changes the rate and leaves the limit. Take a coupling $-m^{-2}$, favouring like layers, between layers $m$ apart and $p=q$, so $\Delta H=\sum_mm^{-2}(1-\Pi_m)$. For $m\le P/2$ the pair count gives $1-\Pi_m=4m/P$, and these terms sum to $(4/P)\ln P+O(1/P)$. The rest is below $2\sum_{m>P/2}m^{-2}=O(1/P)$. Doubling $P$ should add $4\ln2=2.7726$ to $P\Delta H$, and the direct sum from $P=512$ to $1024$ gives $2.7726$. A finite limit needs a kernel that jumps at $\mathbf k=0$.

**Q.** What should the limit be?

**A.** Without mismatch zero is correct. With mismatch, use linear elasticity with the same cubic moduli $C$ in both materials and lattice constants $a(1+S\eta)$, so the misfit is $2\eta$ and the stress-free strain of material $X$ is $S_X\eta\,I$. Let $\mathbf n=\hat{\mathbf G}$. Coherence forces both layers to share their in-plane strain, so they differ by a displacement that depends on $\mathbf n\cdot\mathbf r$ alone: $\varepsilon^X=\bar\varepsilon+\mathrm{sym}(\mathbf n\otimes\mathbf b_X)$, with $\sum_Xw_X\mathbf b_X=0$, $w_A=1-x$, $w_B=x$. Write $S_X=\bar S+\delta S_X$ with $\bar S=2x-1$. With $V$ the atomic volume, the energy per atom is $\tfrac V2\sum_Xw_X\,e^X\!:\!C\!:\!e^X$, where $e^X=\varepsilon^X-S_X\eta I$. Cross terms between the mean and the fluctuating parts vanish, because the fluctuations average to zero and $C$ is common. The mean part vanishes at $\bar\varepsilon=\bar S\eta I$, which is Vegard's law. For the fluctuating part use $C\!:\!I=3B\,I$ with $B=(C_{11}+2C_{12})/3$, hence $I\!:\!C\!:\!I=9B$, and the acoustic tensor $\Lambda_{il}=C_{ijkl}n_jn_k$:
$$\tfrac V2\left[\mathbf b\cdot\Lambda\mathbf b-6B\eta\,\delta S\,\mathbf n\cdot\mathbf b+9B\eta^2\delta S^2\right].$$
The minimum is at $\mathbf b=3B\eta\,\delta S\,\Lambda^{-1}\mathbf n$, which averages to zero as required. The first two terms then sum to $-9B^2\eta^2\delta S^2\,\mathbf n\cdot\Lambda^{-1}\mathbf n$. Since $\sum_Xw_X\delta S_X^2=1-\bar S^2=4x(1-x)$, the constituent-strain energy is
$$\Delta E_{CS}=4x(1-x)J_{CS}(\mathbf n),\qquad J_{CS}=\tfrac92BV\eta^2q(\mathbf n),\qquad q=1-B\,\mathbf n\cdot\Lambda^{-1}\mathbf n .$$
No thickness appears, since every atom in a layer carries the same strain. For cubic symmetry $\Lambda_{il}=C_{44}\delta_{il}+(C_{12}+C_{44})n_in_l+(C_{11}-C_{12}-2C_{44})n_i^2\delta_{il}$.

**Q.** That is a continuum argument. How does an atomistic energy produce a jump at $\mathbf k=0$?

**A.** Take a model that can be solved. Join fcc nearest neighbours by springs $K$ with rest length $d[1+\eta(S_i+S_j)/2]$, $d=a/\sqrt2$, and add an energy $W$ per unlike bond. There are six bonds $\boldsymbol\delta_b=d\,\mathbf e_b$ per atom and $V=a^3/4$. A homogeneous strain costs $\tfrac12Kd^2\sum_b(\mathbf e_b\cdot\varepsilon\mathbf e_b)^2$. For $\varepsilon_{xx}=h$, four bonds stretch by $h/2$ in relative terms, giving $Ka^2h^2/4=\tfrac12C_{11}h^2V$, so $C_{11}=2K/a$. For $\varepsilon_{xx}=\varepsilon_{yy}=h$, two bonds give $h$ and four give $h/2$, so $3Ka^2h^2/4=(C_{11}+C_{12})h^2V$ and $C_{12}=K/a$. For $\varepsilon_{xy}=\varepsilon_{yx}=h$, two bonds give $\pm h$, so $Ka^2h^2/2=2C_{44}h^2V$ and $C_{44}=K/a$. Then $B=4K/3a$.

To linear order a bond is off its rest length by $\mathbf e_b\cdot(\mathbf u_j-\mathbf u_i)+d\,\mathbf e_b\cdot\varepsilon\mathbf e_b-d\eta(S_i+S_j)/2$. The $\mathbf k=0$ component is $d(\mathbf e_b\cdot\varepsilon\mathbf e_b-\eta S_0)$. The cell strain $\varepsilon=\eta S_0I$ removes it for all six bonds, so $J_{el}(0)=0$. For $\mathbf k\neq0$ set $\theta_b=\mathbf k\cdot\boldsymbol\delta_b/2$. Then $e^{2i\theta_b}-1=2ie^{i\theta_b}\sin\theta_b$ and $(1+e^{2i\theta_b})/2=e^{i\theta_b}\cos\theta_b$. Writing $i\mathbf u_{\mathbf k}=d\eta S_{\mathbf k}\mathbf w$, where an imaginary part of $\mathbf w$ would add a non-negative term and is zero at the minimum, the energy is $\tfrac12Kd^2\eta^2|S_{\mathbf k}|^2\sum_b(2\sin\theta_b\,\mathbf e_b\cdot\mathbf w-\cos\theta_b)^2$. The sum is $\mathbf w\cdot\mathsf D\mathbf w-2\mathbf F\cdot\mathbf w+\sum_b\cos^2\theta_b$, minimal at $\mathbf w=\mathsf D^{-1}\mathbf F$:
$$J_{el}(\mathbf k)=\tfrac12Kd^2\eta^2\Big[\sum_b\cos^2\theta_b-\mathbf F\cdot\mathsf D^{-1}\mathbf F\Big],$$
$$\mathbf F=\sum_b\sin2\theta_b\,\mathbf e_b,\qquad\mathsf D=\sum_b4\sin^2\theta_b\,\mathbf e_b\mathbf e_b .$$
Let $\mathbf k=\kappa\mathbf n\to0$. Cubic symmetry and the trace give $\sum_b\mathbf e_b\mathbf e_b=2I$, so $\mathbf F\to2\kappa d\,\mathbf n$. The strain energy above for $\mathrm{sym}(\mathbf n\otimes\mathbf b)$ gives $V\,\mathbf b\cdot\Lambda\mathbf b=Kd^2\sum_b(\mathbf e_b\cdot\mathbf n)^2(\mathbf e_b\cdot\mathbf b)^2$, so $\mathsf D\to\kappa^2V\Lambda/K$. The powers of $\kappa$ cancel: $\mathbf F\cdot\mathsf D^{-1}\mathbf F\to(4Kd^2/V)\,\mathbf n\cdot\Lambda^{-1}\mathbf n=6B\,\mathbf n\cdot\Lambda^{-1}\mathbf n$, using $Kd^2/V=2K/a=3B/2$. Hence $J_{el}\to3Kd^2\eta^2q(\mathbf n)=\tfrac92BV\eta^2q=J_{CS}(\mathbf n)$. A uniform composition relaxes through six strain components. A composition wave, however long, relaxes through the three components of $\mathbf w$. That difference is the jump.

In units of $K/a$, $\Lambda=M+2\mathbf n\mathbf n$ with $M=\mathrm{diag}(1-n_i^2)$. Solving $\Lambda\mathbf v=\mathbf n$ gives $\mathbf v=M^{-1}\mathbf n(1-2\mathbf n\cdot\mathbf v)$, so $\mathbf n\cdot\mathbf v=u/(1+2u)$ with $u=\sum_in_i^2/(1-n_i^2)$, and $q=1-\tfrac43u/(1+2u)$. Along [001] $u\to\infty$ and $q=1/3$, the minimum. Convexity of $y/(1-y)$ puts the smallest $u=3/2$ at [111], where $q=1/2$ is the maximum. Along [110] $u=2$ and $q=7/15$, and along [201] $u=4+\tfrac14$ and $q=23/57$. The form of $q$ was checked against direct minimisation of the strained spring crystal, and the kernel against real-space relaxation.

**Q.** What does such a kernel look like as an interaction between atoms?

**A.** It has two parts that a summable series lacks. A constant $\bar J$ at every $\mathbf k\neq0$, with zero at $\mathbf k=0$, transforms to $\mathcal J(\mathbf R)=N^{-1}\sum_{\mathbf k\ne0}\bar Je^{i\mathbf k\cdot\mathbf R}=\bar J(\delta_{\mathbf R,0}-1/N)$. This couples all pairs equally, and by Parseval its energy is $4\bar Jx(1-x)$.

The direction dependence fixes the tail. At large $R$, $\mathcal J\simeq V(2\pi)^{-3}\int d\Omega\,J_{CS}(\mathbf n)\int_0^\infty k^2\cos(kRt)\,dk$ with $t=\mathbf n\cdot\hat{\mathbf R}$, the sine part cancelling because $J_{CS}$ is even. From $\int_0^\infty\cos ks\,dk=\pi\delta(s)$, two derivatives give $-\pi\delta''(s)$, and $\delta''(Rt)=\delta''(t)/R^3$. With $d\Omega=dt\,d\varphi$ and $g(t)=\int_0^{2\pi}J_{CS}\,d\varphi$,
$$\mathcal J(\mathbf R)\to-\frac{V g''(0)}{8\pi^2R^3}.$$
A constant $J_{CS}$ has $g''=0$ and no tail. Where the tail exists, $\sum|\mathcal J|\sim\int R^2dR/R^3$ diverges logarithmically, so the continuity proof does not apply. Truncating the whole interaction makes it of finite range again and returns the limit zero. Cutting the tail but keeping the constant part returns $4\bar Jx(1-x)$, the same in every direction; the natural $\bar J$ is the angular mean of $J_{CS}$, $12.8$ meV for the parameters below. For the parameters below, $R^3\mathcal J$ fitted from the transform of the lattice kernel is $-21.1$ meV Å$^3$ along [100] and $+25.9$ along [111], against $-21.3$ and $+26.3$ from the formula, within 2% of the continuum values. Negative $\mathcal J$ favours like atoms along the soft [100] direction.

This also settles what a term $\Omega x(1-x)$ can do. It is the constant part, with $\Omega=4\bar J$. It repairs every direction when $C_{11}-C_{12}=2C_{44}$, since $\mathbf n$ is then an eigenvector of $\Lambda$ with eigenvalue $C_{11}$ and $q=1-B/C_{11}$. Otherwise it matches one value of $q$. Coefficients $J_f(x)$ share the limitation: by the counting argument the limit is built from pure-A and pure-B products, which carry no direction.

**Q.** How is the limit approached at finite period?

**A.** In this model the chemical energy is $W\sum_b(1-\langle S_0S_{\boldsymbol\delta_b}\rangle)/2=\sum_{\mathbf k}|S_{\mathbf k}|^2W\sum_b\sin^2\theta_b$, so $J=J_{el}+W\sum_b\sin^2\theta_b$, with $\theta_b=\mu_b\theta$ on the superlattice line. Define $\phi(\theta)=[J(\theta)-J_{CS}(\hat{\mathbf G})]/\sin^2\theta$. It has period $\pi$. It is analytic, because $\mathsf D$ is invertible away from $\theta=0$, and there $J-J_{CS}$ is even and starts at $\theta^2$. With $4\sin^2(\pi jx)=2-2\cos(2\pi jq/P)$, which vanishes at $j=0$ so that this term may be included,
$$P(\Delta H-\Delta E_{CS})=\frac2P\sum_{j=0}^{P-1}\phi(\theta_j)-\frac2P\sum_{j=0}^{P-1}\phi(\theta_j)\cos(2q\theta_j).$$
The first sum gives the mean of $\phi$ plus Fourier coefficients of order $P$ and beyond. The second picks out coefficients of orders $q$, $p$ and higher. These fall exponentially for an analytic function, so
$$\Delta H=\Delta E_{CS}+\frac cP,\qquad c=\frac2\pi\int_0^\pi\phi\,d\theta,$$
up to terms exponentially small in $\min(p,q)$. This was tested against relaxation at $P=128$ for $x=1/2$ and $1/4$. The chemical part of $c$ is $2W\sum_b|\mu_b|$, since each interface cuts $\sum_b|\mu_b|$ bonds. Along [001] four bonds span one layer with $e_z=1/\sqrt2$, and one component $w_z$ relaxes all four, leaving two in-plane bonds. Along [111] three linearly independent bonds span one layer and $\mathbf w$ relaxes all three, leaving three. There $J_{el}$ is constant, $2/6$ and $3/6$ of $3Kd^2\eta^2$, and $c$ is purely chemical.

**Q.** Now the repair. What does the mixed-space expansion add?

**A.** It writes the jump in by hand and fits the remainder:
$$\Delta H_{MS}=\sum_fD_fJ_f\,\Delta\Pi_f+\sum_{\mathbf k\neq0}\frac{\Delta E_{CS}(x,\hat{\mathbf k})}{4x(1-x)}|S_{\mathbf k}|^2 ,$$
with $\mathbf k$ folded into the first zone. The first term vanishes as $1/P$. In the second, if every harmonic points along $\pm\hat{\mathbf G}$, the prefactor leaves the sum, Parseval cancels the denominator, and the term equals $\Delta E_{CS}(x,\hat{\mathbf G})$ for any $p,q$. This holds along [001] and [111], where the line $t\mathbf G$ reaches the zone boundary at $t=1/2$ and folds onto itself.

Along other directions the line leaves the zone at $t_0=\min|\mathbf G'|^2/(2\mathbf G'\cdot\mathbf G)$, over reciprocal vectors with $\mathbf G'\cdot\mathbf G>0$, and the harmonics beyond fold to other directions. Equivalent images on a zone face are averaged. With $\theta_0=\pi t_0$, the weight bound gives an error of at most $4(J_{CS}^{max}-J_{CS}^{min})/(P\sin^2\theta_0)$. Folding is needed: in units $2\pi/a$, $A_1B_1$ along [110] has $\mathbf k=(1,1,0)$, which differs from $(0,0,-1)$ by $(1,1,1)$, so it is the same structure as $A_1B_1$ along [001] and must get the same energy. The remainder $J-J_{CS}(\hat{\mathbf k})$ tends to zero at $\mathbf k\to0$ from every direction and so contributes nothing to the limit. Multiplying the strain term by $\exp(-k^2/k_c^2)$ leaves the limit intact, since the factor tends to 1, and shifts $c$. The shift is the integral above with $J_{CS}(\hat{\mathbf k})(e^{-k^2/k_c^2}-1)$ in the numerator, where $\mathbf k$ is always the folded wavevector; with an unfolded $k$ the numerator would not vanish at $\theta=\pi$ and the integral would diverge. Along [001] and [111] folding keeps the direction, so $J_{CS}$ is constant and $k=|\mathbf G|\min(\theta,\pi-\theta)/\pi$. For $k_c=0.6$ along [001] the shift is $-20.2$ meV, tested to 0.1% at $P=256$.

**Q.** Show me numbers.

**A.** Take round model values: $a=4$ Å, $K=2$ eV/Å$^2$, $\eta=0.025$, $W=5$ meV. The reference is harmonic relaxation of atoms and cell in this model, without electrons, unequal stiffness, dislocations or temperature. Then $V=16$ Å$^3$, $B=0.6667$ eV/Å$^3$ and $\tfrac92BV\eta^2=4.5\times0.6667\times16\times0.025^2$ eV $=30.0$ meV. At $x=1/2$, $\Delta E_{CS}=30q$ meV per atom: $10.00$ along [001] (0.37 mHa), $12.11$ along [201] (0.44 mHa), $14.00$ along [110] (0.51 mHa), $15.00$ along [111] (0.55 mHa). Six pair shells were fitted to 45 stackings $A_pB_q$ with $p\le q$ and $P\le6$ along five directions, the four above and [113] (40 distinct crystals, since some with $P=2$ and $3$ coincide), with and without the strain term. Energies in meV per atom:

| | $P$ | relaxed | CE | mixed |
|---|---|---|---|---|
| [001] | 8 | 15.00 | 12.53 | 15.11 |
| [001] | 256 | 10.16 | 0.39 | 10.16 |
| [110] | 8 | 20.36 | 19.45 | 20.76 |
| [110] | 256 | 14.20 | 0.61 | 14.21 |
| [201] | 8 | 23.60 | 24.65 | 23.55 |
| [201] | 256 | 12.46 | 0.97 | 12.48 |

The numerical output below lists the other periods and [111].

Along [001], $c=2\times5\times4=40$ meV and the relaxed energy at $P=256$ is $10+40/256=10.16$. For the plain fit $\mu$ is the $z$ component in units $a/2$, so $\langle|\mu|\rangle_s=\tfrac23,\tfrac23,\tfrac43,\tfrac43,\tfrac43,2$ and $D_s\langle|\mu|\rangle_s=4,2,16,8,16,8$. Then $c_{CE}=-4[4(-2.140)+2(-1.000)+16(-0.257)+8(0.005)+16(-0.547)+8(-0.209)]=100.2$ meV, and $100.2/256=0.39$, which is 96% below the relaxed value. The curves $100.2/P$ and $10+40/P$ cross at $P=60.2/10\approx6$. That this is the edge of the training set is particular to [001]: the corresponding asymptotic curves cross at $(94.27-30.00)/15\approx4.3$ along [111] and $(155.59-50.89)/14\approx7.5$ along [110]. Common to all four directions is $c_{CE}>c$: the fit carries the strain energy of short periods as an inflated interface energy. Its training error of 1.06 meV rms looks small beside energies such as the 30 meV of $P=2$, but the average hides the onset of the failure: the largest residual is $A_3B_3$ along [111], fitted at $94.27/6=15.7$ meV against the relaxed $15+30/6=20$.

Along [110] $\sum|\mu_b|=6$ and along [201] it is 10, so the chemical parts are 60 and 100 meV. The computed $c=50.9$ and $91.7$ meV leave elastic interface parts of $-9.1$ and $-8.3$ meV. At [201], $P=8$, the plain fit lies above the relaxed energy and below $c_{CE}/P=247.3/8=30.9$. This does not contradict the counting law, since the $(3,0,1)$ pair spans seven layers and $\min(p,q)=4$.

The mixed fit has 0.23 meV rms. Its error along [110] falls from $15.701-15.590=0.111$ meV at $P=32$ to $0.014$ at $P=256$, a factor of eight as a $1/P$ term requires. The folding error along [110] at $P=128$ is $-0.015$ meV. With $t_0=3/8$ the bound is $4\times5/(128\sin^267.5^\circ)=0.18$ meV. The nearest-neighbour coefficient is $-2.17$ meV where the chemical term alone gives $-W/2=-2.5$, because the pairs are also fitted to $J_{el}-J_{CS}$. At $P=2$ the three directions above share one structure, since $(2,0,1)$ also folds to $(0,0,1)$, with energy $10+20=30$. The equal value $15+15$ along [111] is an accident of the parameters.

**Q.** Real layers are not harmonic, and mine eventually relax. What survives?

**A.** Beyond linear elasticity the limit for a coherent stack is defined directly: $\Delta E_{CS}(x,\hat{\mathbf G})$ is the minimum, over the common in-plane deformation, of $(1-x)E_A^{epi}+xE_B^{epi}$, each bulk crystal relaxing its third cell vector. With full bond lengths in the spring model along [110], extrapolating relaxed superlattices as $2E(64)-E(32)$ gives $10.39$ meV at $x=1/4$ and $10.61$ at $x=3/4$, and the two-crystal minimum gives the same values (tested to 0.1%). The harmonic result is $0.75\times14=10.50$, so the shifts are $-1\%$ and $+1\%$ of it. The ratio $\Delta E_{CS}/4x(1-x)$ now depends on $x$, $13.85$ against $14.14$ meV. The Parseval cancellation never used the form of $\Delta E_{CS}$, so the mixed-space term reproduces the limit provided the actual $x$ of the structure is used in numerator and denominator. This is shown for layered structures. For other shapes the term is a quadratic form in $S_{\mathbf k}$, justified by the harmonic kernel.

Coherence is an assumption of the whole construction. An array of misfit dislocations that removes the strain costs an energy per interface area, hence a term falling roughly as $1/P$ per atom, while the coherent state pays $\Delta E_{CS}$ at any period. Beyond some period the dislocated stack is lower and its formation energy tends to zero. The mixed-space limit describes your samples while the lattice stays continuous across the interfaces.

## Values computed for the example and the checks

```
a = 4.0 A, K = 2.0 eV/A^2, eta = 0.025, misfit = 0.05, W = 5.0 meV
d = 2.8284 A, V = 16.00 A^3
C11, C12, C44 (finite diff) = 1.0000 0.5000 0.5000 eV/A^3
B = 0.6667 eV/A^3 (1 eV/A^3 = 160.2 GPa)
(9/2) B V eta^2 = 30.000 meV
training structures: 45 ; shell multiplicities D_s: [ 6.  3. 12.  6. 12.  4.]
CE pair J_s (meV):   [-2.14  -1.    -0.257  0.005 -0.547 -0.209]
MSCE pair J_s (meV): [-2.172  0.166 -0.149  0.241 -0.019 -0.139]
training rms: CE 1.063 meV, MSCE 0.231 meV
[001] q = 0.3333, dE_CS(1/2) = 10.000 meV = 0.3675 mHa
[001] c = 40.00 meV, c_CE = 100.20 meV, folding error P=128: 0.0000 meV
[001] P=  2: relaxed  30.000  CE  29.982  MSCE  30.051 meV
[001] P=  8: relaxed  15.000  CE  12.525  MSCE  15.109 meV
[001] P= 32: relaxed  11.250  CE   3.131  MSCE  11.277 meV
[001] P=256: relaxed  10.156  CE   0.391  MSCE  10.160 meV
[110] q = 0.4667, dE_CS(1/2) = 14.000 meV = 0.5145 mHa
[110] c = 50.89 meV, c_CE = 155.59 meV, folding error P=128: -0.0148 meV
[110] P=  2: relaxed  30.000  CE  29.982  MSCE  30.051 meV
[110] P=  8: relaxed  20.357  CE  19.449  MSCE  20.764 meV
[110] P= 32: relaxed  15.590  CE   4.862  MSCE  15.701 meV
[110] P=256: relaxed  14.199  CE   0.608  MSCE  14.213 meV
[111] q = 0.5000, dE_CS(1/2) = 15.000 meV = 0.5512 mHa
[111] c = 30.00 meV, c_CE = 94.27 meV, folding error P=128: 0.0000 meV
[111] P=  2: relaxed  30.000  CE  30.154  MSCE  30.156 meV
[111] P=  8: relaxed  18.750  CE  11.784  MSCE  18.763 meV
[111] P= 32: relaxed  15.938  CE   2.946  MSCE  15.941 meV
[111] P=256: relaxed  15.117  CE   0.368  MSCE  15.118 meV
[201] q = 0.4035, dE_CS(1/2) = 12.105 meV = 0.4449 mHa
[201] c = 91.70 meV, c_CE = 247.30 meV, folding error P=128: 0.0029 meV
[201] P=  2: relaxed  30.000  CE  29.982  MSCE  30.051 meV
[201] P=  8: relaxed  23.598  CE  24.653  MSCE  23.550 meV
[201] P= 32: relaxed  14.971  CE   7.728  MSCE  15.077 meV
[201] P=256: relaxed  12.463  CE   0.966  MSCE  12.477 meV
R^3 J(R) along [100]: lattice -21.1, continuum -21.3 meV A^3
R^3 J(R) along [111]: lattice 25.9, continuum 26.3 meV A^3
nonlinear [110] x=0.25: limit 10.3899, epitaxial 10.3899, harmonic 10.5000 meV
nonlinear [110] x=0.75: limit 10.6058, epitaxial 10.6058, harmonic 10.5000 meV
attenuation k_c = 0.6 (2pi/a): change of c along [001] = -20.20 meV
m^-2 coupling: P dH(1024) - P dH(512) = 2.7726, 4 ln 2 = 2.7726 (coupling units)
```
